# Surface Green functions of phonon leads by length-doubling decimation: a program that tests the result

```python
# Result under test: k decimation steps on a semi-infinite phonon lead give
# exactly the surface Green function of a slab of 2**k layers whose next layer
# is clamped; retained layers are 2**k apart, with 2**k - 1 eliminated between.
# Symbols: z = (f + i*gamma)**2 in THz^2; surface, bulk = on-site blocks of the
# mass-weighted force constants; V = block from layer n to layer n+1;
# out, back = renormalized couplings away from and towards the surface;
# lam = Bloch factor per layer; g = surface block of (z - D)^(-1) in THz^-2.
import numpy as np
from scipy import constants as const
from scipy.linalg import eig

inv, norm = np.linalg.inv, np.linalg.norm
SPRING_1, SPRING_2 = 40.0, 6.0          # N/m, first and second neighbours
LEAD = [30.0, 60.0]                     # u, atoms of one layer
OTHER = [120.0, 120.0]                  # u, layer of the second solid
SCALE = 1.0 / (const.atomic_mass * (2 * np.pi * 1e12) ** 2)
ONE = np.eye(2)


def spring_chain(masses):
    """Mass-weighted force constants (THz^2) of a chain with free ends."""
    m = np.array(masses, dtype=float)
    K = np.zeros((len(m), len(m)))
    for distance, k in ((1, SPRING_1), (2, SPRING_2)):
        for i in range(len(m) - distance):
            j = i + distance
            K[i, i] += k
            K[j, j] += k
            K[i, j] -= k
            K[j, i] -= k
    return SCALE * K / np.sqrt(np.outer(m, m))


def junction(left, right):
    """Blocks of left solid, interface bond and right solid."""
    D = spring_chain(left * 4 + right * 4)

    def block(i, j):
        return D[2 * i:2 * i + 2, 2 * j:2 * j + 2]
    return block(2, 2), block(1, 2), block(3, 4), block(5, 5), block(5, 6)


def decimate(z, surface, bulk, out, back, tolerance=1e-10):
    """Blocks after 0, 1, 2, ... steps, until the error bound is met."""
    unit = np.eye(len(bulk))
    history = [(surface, bulk, out, back)]
    while norm(out) * norm(back) / z.imag ** 3 > tolerance:
        assert len(history) < 60, "decimation did not converge"
        h = inv(z * unit - bulk)
        forward, backward = out @ h @ back, back @ h @ out
        surface = surface + forward
        bulk = bulk + forward + backward
        out, back = out @ h @ out, back @ h @ back
        history.append((surface, bulk, out, back))
    return history


def bloch(z, bulk, V):
    """Bloch factors, ordered by modulus, and layer vectors."""
    zero = np.zeros((2, 2))
    A = np.block([[zero, ONE], [-V.T, z * ONE - bulk]])
    B = np.block([[ONE, zero], [zero, V]])
    lam, x = eig(A, B)
    order = np.argsort(abs(lam))
    u = x[:2, order]
    return lam[order], u / norm(u, axis=0)


def mode_matching(z, surface, bulk, V):
    """Surface Green function from the decaying Bloch solutions."""
    lam, u = bloch(z, bulk, V)
    lam, u = lam[:2], u[:, :2]
    F = u @ np.diag(lam) @ inv(u)
    return inv(z * ONE - surface - V @ F), lam, u


def finite_slab(z, layers):
    """Surface block for a slab with free front and clamped next layer."""
    D = spring_chain(LEAD * (layers + 1))[:-2, :-2]
    return inv(z * np.eye(len(D)) - D)[:2, :2]


_, _, _, bulk, V = junction(LEAD, LEAD)
surface = spring_chain(LEAD * 4)[:2, :2]
root_mass = np.sqrt(LEAD)
assert norm(surface @ root_mass + V @ root_mass) < 1e-10 * norm(bulk)

f_band, f_gap, gamma = 3.0, 6.0, 1e-3
z = (f_band + 1j * gamma) ** 2
steps = decimate(z, surface, bulk, V, V.T)
approx = [inv(z * ONE - s[0]) for s in steps]

# Exact slab length, and failure of slabs one layer shorter or longer
worst_match, least_mismatch = 0.0, np.inf
for k in range(1, 7):
    N = 2 ** k
    size = norm(approx[k])
    worst_match = max(worst_match, norm(finite_slab(z, N) - approx[k]) / size)
    for wrong in (N - 1, N + 1):
        gap = norm(finite_slab(z, wrong) - approx[k]) / size
        least_mismatch = min(least_mismatch, gap)
    inner = spring_chain(LEAD * (N + 1))[2:-2, 2:-2]
    R = inv(z * np.eye(len(inner)) - inner)
    coupling = V @ R[:2, -2:] @ V
    onsite = bulk + V @ R[:2, :2] @ V.T + V.T @ R[-2:, -2:] @ V
    assert norm(coupling - steps[k][2]) < 1e-8 * norm(steps[k][2])
    assert norm(onsite - steps[k][1]) < 1e-8 * norm(onsite)
assert worst_match < 1e-9 and least_mismatch > 1e-3

# The same slab grown one layer at a time
k_long = 12
h = inv(z * ONE - bulk)
for _ in range(2 ** k_long - 2):
    h = inv(z * ONE - bulk - V @ h @ V.T)
grown = inv(z * ONE - surface - V @ h @ V.T)
long_match = norm(grown - approx[k_long]) / norm(grown)
assert long_match < 1e-8

# Infinite lead from Bloch solutions; remainder identity and error bound
g_exact, lam, u = mode_matching(z, surface, bulk, V)
final_error = norm(approx[-1] - g_exact) / norm(g_exact)
assert final_error < 1e-8
errors = [norm(g - g_exact, 2) for g in approx]
for k in range(13):
    N = 2 ** k
    s_k, e_k, out, back = steps[k]
    F_N = u @ np.diag(lam ** N) @ inv(u)
    remainder = approx[k] @ out @ F_N @ g_exact
    assert norm(g_exact - approx[k] - remainder) < 1e-8 * norm(g_exact)
    assert errors[k] <= norm(out) * norm(back) / z.imag ** 3
    mu, w = lam[1] ** N, u[:, 1]
    residual = (z * ONE - e_k) @ w * mu - back @ w - out @ w * mu ** 2
    assert norm(residual) < 1e-7 * norm(out)

# Attenuation per layer against the slope of the phonon band
theta = abs(np.angle(lam[1]))
attenuation = -np.log(abs(lam[1]))


def band(t):
    D = bulk + V * np.exp(1j * t) + V.T * np.exp(-1j * t)
    return np.sqrt(np.linalg.eigvalsh(D)[0])


slope = (band(theta + 1e-4) - band(theta - 1e-4)) / 2e-4
assert abs(attenuation * slope / gamma - 1) < 1e-4
# Corrections to the pure exponential are of the size of the error itself
decay = np.log(errors[13] / errors[14]) / 2 ** 13
assert abs(decay / (2 * attenuation) - 1) < 2e-3

# Closed form of the renormalized coupling for a scalar chain
z1 = (0.9 + 0.01j) ** 2
one_by_one = [np.array([[x]]) for x in (2.0, 2.0, -1.0, -1.0)]
scalar = decimate(z1, *one_by_one)
root = min(np.roots([-1.0, -(z1 - 2.0), -1.0]), key=abs)
for k in range(7):
    N = 2 ** k
    formula = -(1 / root - root) / (root ** (-N) - root ** N)
    assert abs(scalar[k][2][0, 0] - formula) < 1e-9 * abs(formula)

# Steps needed: dependence on broadening, and behaviour in the gap
gammas = (1e-2, 1e-3, 1e-4)
counts = [len(decimate((f_band + 1j * y) ** 2, surface, bulk, V, V.T)) - 1
          for y in gammas]
assert all(b - a in (3, 4) for a, b in zip(counts, counts[1:]))
z_gap = (f_gap + 1j * gamma) ** 2
gap_steps = decimate(z_gap, surface, bulk, V, V.T)
g_gap, lam_gap, _ = mode_matching(z_gap, surface, bulk, V)
gap_final = inv(z_gap * ONE - gap_steps[-1][0])
assert norm(gap_final - g_gap) < 1e-8 * norm(g_gap)
assert len(gap_steps) < len(steps)


def green_transmission(z, blocks):
    """Transmission from the two decimated surface Green functions."""
    eL, VL, Vc, eR, VR = blocks
    gL = inv(z * ONE - decimate(z, eL, eL, VL.T, VL)[-1][0])
    gR = inv(z * ONE - decimate(z, eR, eR, VR, VR.T)[-1][0])
    SL, SR = Vc.T @ gL @ Vc, VR @ gR @ VR.T
    G = inv(z * ONE - eR - SL - SR)
    GL, GR = 1j * (SL - SL.conj().T), 1j * (SR - SR.conj().T)
    return np.trace(GL @ G @ GR @ G.conj().T).real


def wave_transmission(z, blocks):
    """Transmitted share of energy flux for an incoming Bloch wave."""
    eL, VL, Vc, eR, VR = blocks
    lam, u = bloch(z, eL, VL)
    mu, w = bloch(z, eR, VR)
    mu, w = mu[:2], w[:, :2]
    left = np.vstack([(z * ONE - eL) @ u - VL.T @ (u / lam), -Vc.T @ u])
    right = np.vstack([-Vc @ w, (z * ONE - eR) @ w - VR @ (w * mu)])
    amplitudes = np.linalg.solve(np.hstack([left[:, 2:], right]), -left[:, 1])
    t = amplitudes[2:]
    flux_in = np.vdot(u[:, 1] / lam[1], VL @ u[:, 1]).imag
    flux_out = np.vdot(w @ t, VR @ (w @ (mu * t))).imag
    return flux_out / flux_in


gamma_j = 1e-5
blocks = junction(OTHER, LEAD)
uniform = green_transmission((f_band + 1j * gamma_j) ** 2,
                             junction(LEAD, LEAD))
assert abs(uniform - 1) < 1e-4
samples = []
for f in (1.0, 3.0, 4.0):
    zj = (f + 1j * gamma_j) ** 2
    a, b = green_transmission(zj, blocks), wave_transmission(zj, blocks)
    assert abs(a - b) < 1e-4
    samples.append((f, a, b))

# Landauer conductance of the junction, per chain
temperature = 300.0
eL, VL = blocks[:2]
f_top = np.sqrt(np.linalg.eigvalsh(eL + VL + VL.T)[-1])


def conductance(transmission, points):
    f = (np.arange(points) + 0.5) * f_top / points
    x = const.h * f * 1e12 / (const.k * temperature)
    weight = const.k * (x / (2 * np.sinh(x / 2))) ** 2
    T = np.array([transmission((v + 1j * gamma_j) ** 2, blocks) for v in f])
    return np.sum(weight * T) * f_top / points * 1e12


G_green = conductance(green_transmission, 150)
G_coarse = conductance(green_transmission, 75)
G_wave = conductance(wave_transmission, 150)
assert abs(G_green / G_wave - 1) < 1e-3
assert abs(G_green / G_coarse - 1) < 3e-3   # square-root edge of the band

print(f"lead masses: {LEAD[0]:.0f} and {LEAD[1]:.0f} u; "
      f"second solid: {OTHER[0]:.0f} u")
print(f"springs: first {SPRING_1:.0f} N/m, second {SPRING_2:.0f} N/m")
for name, M in (("surface", surface), ("bulk", bulk), ("V", V)):
    print(f"{name} block rows (THz^2): "
          f"[{M[0,0]:.4f}, {M[0,1]:.4f}], [{M[1,0]:.4f}, {M[1,1]:.4f}]")
print(f"acoustic band top at theta = pi: {band(np.pi):.4f} THz")
edge = np.linalg.eigvalsh(bulk - V - V.T)[-1]
print(f"optical band at theta = pi: {np.sqrt(edge):.4f} THz")
print(f"frequency {f_band} THz, broadening {gamma} THz, "
      f"Im z = {z.imag:.4f} THz^2")
print("step | slab layers | eliminated between | |a_k|/|V| | relative error")
for k in (0, 1, 2, 3, 4, 6, 8, 10, 11, 12, 13, 14):
    print(f"{k:2d} | {2**k:5d} | {2**k-1:5d} | "
          f"{norm(steps[k][2])/norm(V):.3e} | "
          f"{errors[k]/norm(g_exact, 2):.3e}")
print(f"largest relative difference from 2^k-layer slab, k=1..6: "
      f"{worst_match:.1e}")
print(f"smallest relative difference for slabs one layer off: "
      f"{least_mismatch:.3f}")
print(f"layer-by-layer slab of {2**k_long} layers, relative difference: "
      f"{long_match:.1e}")
print(f"steps to error bound 1e-10 THz^-2 at {f_band} THz: {len(steps)-1}")
print(f"final relative difference from mode matching: {final_error:.1e}")
g = approx[-1]
print(f"g light atom: {g[0,0].real:.6f} {g[0,0].imag:+.6f} i THz^-2")
print(f"g heavy atom: {g[1,1].real:.6f} {g[1,1].imag:+.6f} i THz^-2")
print(f"phase per layer: {theta:.5f} rad; band slope: {slope:.5f} THz/rad")
print(f"attenuation per layer: {attenuation:.4e}; "
      f"gamma/slope: {gamma/slope:.4e}")
print(f"error decay per slab layer, steps 13 to 14: {decay:.4e}")
for y, c in zip(gammas, counts):
    print(f"steps needed at broadening {y:.0e} THz: {c}")
print(f"gap at {f_gap} THz: steps {len(gap_steps)-1}, "
      f"largest decaying |lam| = {abs(lam_gap[1]):.4f}")
print(f"junction broadening: {gamma_j:.0e} THz; "
      f"uniform-chain transmission: {uniform:.5f}")
for f, a, b in samples:
    print(f"transmission at {f} THz: Green {a:.5f}, waves {b:.5f}")
print(f"band top of second solid: {f_top:.4f} THz")
print(f"conductance per chain at {temperature:.0f} K: "
      f"{G_green*1e12:.2f} pW/K (waves {G_wave*1e12:.2f} pW/K)")
print(f"two-terminal resistance per chain: {1e-9/G_green:.2f} K/nW")
print("done: every assertion held")
```

Printed output:

```
lead masses: 30 and 60 u; second solid: 120 u
springs: first 40 N/m, second 6 N/m
surface block rows (THz^2): [23.3899, -14.3819], [-14.3819, 21.8644]
bulk block rows (THz^2): [46.7797, -14.3819], [-14.3819, 23.3899]
V block rows (THz^2): [-3.0509, 0.0000], [-14.3819, -1.5254]
acoustic band top at theta = pi: 5.1421 THz
optical band at theta = pi: 7.2720 THz
frequency 3.0 THz, broadening 0.001 THz, Im z = 0.0060 THz^2
step | slab layers | eliminated between | |a_k|/|V| | relative error
 0 |     1 |     0 | 1.000e+00 | 9.042e+00
 1 |     2 |     1 | 9.209e-01 | 7.221e-01
 2 |     4 |     3 | 7.688e-01 | 8.439e-01
 3 |     8 |     7 | 9.689e-01 | 4.590e+00
 4 |    16 |    15 | 1.040e+00 | 7.108e-01
 6 |    64 |    63 | 7.583e-01 | 1.012e+00
 8 |   256 |   255 | 7.778e-01 | 1.149e+00
10 |  1024 |  1023 | 1.022e+00 | 7.332e-01
11 |  2048 |  2047 | 4.764e-01 | 1.757e-01
12 |  4096 |  4095 | 1.912e-01 | 2.294e-02
13 |  8192 |  8191 | 2.386e-02 | 3.565e-04
14 | 16384 | 16383 | 3.765e-04 | 8.872e-08
largest relative difference from 2^k-layer slab, k=1..6: 3.5e-15
smallest relative difference for slabs one layer off: 0.814
layer-by-layer slab of 4096 layers, relative difference: 4.0e-15
steps to error bound 1e-10 THz^-2 at 3.0 THz: 16
final relative difference from mode matching: 1.3e-15
g light atom: 0.001374 -0.047753 i THz^-2
g heavy atom: 0.050846 -0.047795 i THz^-2
phase per layer: 1.35708 rad; band slope: 1.97428 THz/rad
attenuation per layer: 5.0651e-04; gamma/slope: 5.0651e-04
error decay per slab layer, steps 13 to 14: 1.0130e-03
steps needed at broadening 1e-02 THz: 12
steps needed at broadening 1e-03 THz: 16
steps needed at broadening 1e-04 THz: 19
gap at 6.0 THz: steps 5, largest decaying |lam| = 0.4247
junction broadening: 1e-05 THz; uniform-chain transmission: 0.99999
transmission at 1.0 THz: Green 0.93913, waves 0.93912
transmission at 3.0 THz: Green 0.89948, waves 0.89946
transmission at 4.0 THz: Green 0.79516, waves 0.79513
band top of second solid: 4.5099 THz
conductance per chain at 300 K: 54.33 pW/K (waves 54.33 pW/K)
two-terminal resistance per chain: 18.41 K/nW
done: every assertion held
```
